# Stress-time scaling of recovery from a ratio-only capture-emission map

Under bias-temperature stress, defects in the gate oxide of a transistor capture charge and shift the threshold voltage. When the stress is removed they emit the charge again, and part of the shift recovers. Each defect has a capture time $\tau_c$ at the stress bias and an emission time $\tau_e$ at the recovery bias. A capture-emission map tells how much threshold shift belongs to each pair of times.

Stress lasts for $t_s$ and recovery for $t_r$, both at fixed bias and temperature. All traps are empty at the start. Emission during stress and capture during recovery are neglected, and the traps act independently. Drift means the magnitude of the threshold shift, in mV; times are in seconds. The problem asks what follows if the map depends only on $\tau_e/\tau_c$.

## (a) Express the remaining drift through the map.

**Solution.** Let $p$ be the probability that a trap is filled. During stress $dp/dt=(1-p)/\tau_c$ with $p(0)=0$, so $p(t_s)=1-e^{-t_s/\tau_c}$. During recovery $dp/dt=-p/\tau_e$, which multiplies this value by $e^{-t_r/\tau_e}$.

Let $g(\tau_c,\tau_e)\ge 0$ be the drift, with all traps filled, per unit $\ln\tau_c$ and per unit $\ln\tau_e$. Adding the contributions gives

$$R(t_s,t_r)=\int_{-\infty}^{\infty}\! d\ln\tau_c\int_{-\infty}^{\infty}\! d\ln\tau_e\; g\,\bigl(1-e^{-t_s/\tau_c}\bigr)e^{-t_r/\tau_e}.$$

The infinite limits assume that the map has no shortest or longest time.

## (b) On which combination of $t_s$ and $t_r$ does $R$ depend if $g$ depends only on $\tau_e/\tau_c$? Does the answer survive if the density is taken per $d\tau_c\,d\tau_e$ instead?

**Solution.** Write $g=h(u)$ with $u=\ln(\tau_e/\tau_c)$. In $R(\lambda t_s,\lambda t_r)$, with $\lambda>0$, substitute $\tau_c=\lambda\tau_c'$ and $\tau_e=\lambda\tau_e'$. The exponents become $t_s/\tau_c'$ and $t_r/\tau_e'$. The ratio of the times is unchanged, and so is $h$. Since $\ln\tau_c=\ln\tau_c'+\ln\lambda$, the logarithmic measure and its infinite limits are unchanged too. Therefore

$$R(\lambda t_s,\lambda t_r)=R(t_s,t_r).$$

Choosing $\lambda=1/t_s$ gives $R(t_s,t_r)=R(1,t_r/t_s)\equiv F(\rho)$, where $\rho=t_r/t_s$. If the integral converges, the remaining drift depends only on recovery time divided by stress time. Rescaling both trap times leaves the logarithmic map unchanged, so only the ratio of the two experimental times can matter.

The choice of density is essential. Let $k(\tau_e/\tau_c)$ be a density per $d\tau_c\,d\tau_e$. Because $d\tau_c\,d\tau_e=\tau_c\tau_e\,d\ln\tau_c\,d\ln\tau_e$, the logarithmic density is $\tau_c\tau_e k$, which is not a function of the ratio.

First use sharp edges: a trap is filled if $\tau_c<t_s$ and stays filled if $\tau_e>t_r$. For $k=k_0e^{-\tau_e/\tau_c}$,

$$R=k_0\int_0^{t_s}\!d\tau_c\int_{t_r}^{\infty}\!d\tau_e\,e^{-\tau_e/\tau_c}
=k_0\int_0^{t_s}\!\tau_c e^{-t_r/\tau_c}d\tau_c
=k_0t_s^2\int_0^1 v\,e^{-\rho/v}dv,$$

with $\tau_c=t_sv$ in the last step. Doubling both times multiplies the drift by 4.

With exponential kinetics the result is worse. Setting $\tau_e=\tau_cw$, the emission integral is $\tau_c\int_0^\infty k(w)e^{-t_r/(\tau_cw)}dw$, which approaches $\tau_c\int_0^\infty k\,dw$ at large $\tau_c$ if that integral is finite. The filling factor approaches $t_s/\tau_c$. Their product tends to a constant, and the integral over $\tau_c$ diverges linearly. For the exponential $k$ with $t_s=t_r=1$ s, raising the cutoff in $\tau_c$ from $2\times10^4$ s to $4\times10^4$ s multiplies the drift by 2.002, and the factor tends to 2 for longer cutoffs. From here on the map is $h(u)$ per logarithmic area.

## (c) Find $F(\rho)$ explicitly, and the conditions for it to be finite.

**Solution.** The integrand is non-negative, so the order of integration is free. At fixed $u$, $d\ln\tau_e=du$. Put $s=t_s/\tau_c$, so that $d\ln\tau_c=-ds/s$; the minus sign reverses the limits to $0<s<\infty$. The recovery exponent is

$$\frac{t_r}{\tau_e}=\frac{\rho t_s}{\tau_ce^u}=zs,\qquad z=\rho e^{-u}.$$

The remaining integral over capture times is

$$K(z)=\int_0^\infty\frac{ds}{s}(1-e^{-s})e^{-zs}.$$

Differentiation removes the $1/s$:

$$K'(z)=-\int_0^\infty(1-e^{-s})e^{-zs}ds=-\frac1z+\frac1{1+z}.$$

Since $1-e^{-s}\le s$, we have $K(z)\le1/z$, so $K\to0$ as $z\to\infty$. This fixes the constant of integration: $K(z)=\ln[(1+z)/z]=\ln(1+1/z)$. Hence

$$\boxed{F(\rho)=\int_{-\infty}^{\infty}h(u)\,\ln\!\left(1+\frac{e^u}{\rho}\right)du,\qquad \rho=\frac{t_r}{t_s}}$$

With $v=u-\ln\rho$, the logarithm is at most $\ln2+\max(0,v)$. It is therefore sufficient that $N=\int h\,du$ and $\int|u|h\,du$ are finite. If all traps share one ratio $e^{u_0}$, then $F=N\ln(1+e^{u_0}t_s/t_r)$.

## (d) How fast does the drift recover, and what happens at very short and very long recovery?

**Solution.** Put $\xi=\ln\rho$. The derivative of $\ln(1+e^{u-\xi})$ with respect to $\xi$ is $-e^{u-\xi}/(1+e^{u-\xi})$, so

$$-\frac{dF}{d\ln\rho}=\int\frac{h(u)}{1+\rho e^{-u}}du .$$

This is the recovery per e-fold of time at fixed stress time. It tends to $N$ as $\rho\to0$.

For the drift itself, write $\ln(1+e^u/\rho)=u-\ln\rho+\ln(1+\rho e^{-u})$. For $\rho<1$ the last term is bounded by $\ln(1+e^{-u})$, which is integrable with $h$, and it vanishes as $\rho\to0$. Thus

$$F(\rho)\to N\left(\ln\frac1\rho+\bar u\right),\qquad \bar u=\frac1N\int u\,h\,du .$$

Recovery is logarithmic, and the drift at $t_r=0$ is infinite: a map without a shortest time has filled infinitely many fast traps. The theorem thus concerns the absolute drift at $t_r>0$. A remaining fraction of the initial drift is undefined here.

At long recovery, $\ln(1+a)\le a$ gives $F\le\rho^{-1}\int h\,e^u du$ if this integral exists, and $F$ approaches the bound when $\rho$ is much larger than $e^u$ for the traps that dominate the integral.

## (e) Evaluate a Gaussian map, and compare it with the sharp-edge picture.

Take $N=3$ mV per e-fold, mean $\bar u=3$ and standard deviation $\sigma=4$:

$$h(u)=\frac{N}{\sigma\sqrt{2\pi}}e^{-(u-\bar u)^2/(2\sigma^2)} .$$

**Solution.** With sharp edges, a trap of given $u$ counts if $\ln\tau_c<\ln t_s$ and $\ln\tau_c>\ln t_r-u$. This interval has length $u-\xi$ when positive, so

$$F_s(\rho)=\int_{\xi}^{\infty}(u-\xi)h(u)\,du .$$

| $\rho$ | $F$ (mV) | $F_s$ (mV) | recovery (mV/decade) |
|---|---:|---:|---:|
| 0.001 | 29.78 | 29.75 | 6.82 |
| 1 | 10.93 | 10.57 | 5.20 |
| 1000 | 1.35 | 1.04 | 1.29 |

The double integral of part (a), summed directly on a grid of the two times, gives 29.7805 mV at $\rho=0.001$ both for $t_s=1$ s, $t_r=1$ ms and for $t_s=1000$ s, $t_r=1$ s. The formula for $F$ gives the same value.

The short-time form of part (d) gives $3(6.91+3)=29.7$ mV at $\rho=0.001$, and the recovery rate there is close to its limit $N\ln10=6.91$ mV/decade. At $\rho=1000$ the $1/\rho$ law has not begun. The product $h\,e^u$ is a Gaussian centred at $\bar u+\sigma^2=19$, whereas $\ln\rho=6.9$.

The gap between the two pictures follows from $\ln(1+e^v)-\max(0,v)=\ln(1+e^{-|v|})$, which lies between 0 and $\ln2$. So $0<F-F_s<N\ln2$. Expanding the logarithm and integrating each term gives

$$\int_{-\infty}^{\infty}\ln(1+e^{-|v|})dv=2\sum_{k=1}^{\infty}\frac{(-1)^{k+1}}{k^2}=\frac{\pi^2}{6}.$$

If $h$ varies slowly over a few units of $u$, then $F-F_s\approx(\pi^2/6)h(\ln\rho)$. At $\rho=1$ this gives 0.372 mV against the true 0.360 mV. At $\rho=0.001$ it gives 0.023 mV against 0.031 mV, because $h$ is strongly curved in its tail. The next term of the expansion is

$$\frac{h''}{2}\int v^2\ln(1+e^{-|v|})dv=2h''\sum_{k=1}^{\infty}\frac{(-1)^{k+1}}{k^4}=\frac{7\pi^4}{360}h'' .$$

Here $h''/h=[(\xi-\bar u)^2/\sigma^2-1]/\sigma^2=0.32$. The term adds 37% to the estimate and accounts for the difference.

## (f) Can the map be read back from measured drift, and does ratio-only drift imply a ratio-only map?

**Solution.** Consider $D=-\partial^2R/\partial\ln t_s\,\partial\ln t_r$. With sharp edges, $R$ is the integral of $g$ over $\tau_c<t_s$, $\tau_e>t_r$. The two derivatives act on the limits, and $D=g(t_s,t_r)$.

With exponential kinetics and a ratio-only map, $R=F(\xi)$ with $\xi=\ln t_r-\ln t_s$. The two derivatives of $\xi$ have opposite signs, so $D=F''(\xi)$. Differentiating the result of part (d) once more,

$$D=\int h(u)L(u-\xi)\,du,\qquad L(v)=\frac{e^v}{(1+e^v)^2}.$$

The map comes back blurred by $L$, which has unit area and is even. For $v>0$, $L=\sum_k(-1)^{k+1}k\,e^{-kv}$, so its variance is $2\sum_k(-1)^{k+1}k\,(2/k^3)=4(\pi^2/12)=\pi^2/3$. Variances add under convolution: the apparent width is $\sqrt{16+3.29}=4.39$ instead of 4. Numerical differentiation of the directly summed drift gives 4.393.

For the converse, let $g$ be general and use the rates $a=1/\tau_c$, $b=1/\tau_e$. The derivatives produce $t_sa\,e^{-t_sa}$ and $t_rb\,e^{-t_rb}$, and $d\ln\tau_c\,d\ln\tau_e$ becomes $da\,db/(ab)$. Hence

$$\frac{D}{t_st_r}=\int_0^\infty\!\!\int_0^\infty g\,e^{-t_sa-t_rb}\,da\,db ,$$

a double Laplace transform of $g$. If $R$ is unchanged when both experimental times are scaled, then $g$ and the map with both trap times scaled have the same transform. Uniqueness makes them equal, apart from sets of zero area. So $g$ depends only on $\tau_e/\tau_c$.

## (g) At fixed $\rho$ the drift above does not grow with stress. Which modified map gives growth as $t_s^n$ and keeps a universal recovery?

**Solution.** Take $g=(\tau_c/\tau_0)^nh(u)$ with $0<n<1$ and a reference time $\tau_0$. With $\tau_c=t_s/s$, the steps of part (c) give

$$R=\left(\frac{t_s}{\tau_0}\right)^n\!\int h(u)K_n(z)du,\qquad K_n(z)=\int_0^\infty s^{-1-n}(1-e^{-s})e^{-zs}ds .$$

Differentiation gives gamma-function integrals: $K_n'=-\Gamma(1-n)[z^{n-1}-(1+z)^{n-1}]$. From $1-e^{-s}\le s$, $K_n\le\Gamma(1-n)z^{n-1}$, which vanishes at large $z$. Therefore

$$K_n(z)=\frac{\Gamma(1-n)}{n}\bigl[(1+z)^n-z^n\bigr].$$

Now $K_n(0)=\Gamma(1-n)/n$ is finite, because the factor $\tau_c^n$ thins out the fast traps. The initial drift exists, and the fraction left is

$$\frac{R(t_s,t_r)}{R(t_s,0)}=\frac1N\int h(u)\bigl[(1+\rho e^{-u})^n-(\rho e^{-u})^n\bigr]du .$$

It depends only on $\rho$, although the drift itself does not. For $n=1/6$ and the same Gaussian $h$, the fraction is 0.764, 0.391 and 0.064 at $\rho=0.001$, 1 and 1000. A stress 1000 times longer multiplies the drift at fixed $\rho$ by $1000^{1/6}=3.16$.

## (h) How well could a real transistor obey the law of part (b)?

**Solution.** The example is set in the regime of negative-bias stress of a p-channel transistor: an oxide of 2.0 nm, 398 K, and 1.4 V across the oxide beyond threshold, hence about 7 MV/cm on top of the field already present at threshold. A drift of tens of millivolts is a reasonable order for such accelerated stress. The law allows no growth at fixed $\rho$, whereas the drift of real devices generally increases with stress time. If the growth exponent were $1/6$, the error over three decades of stress would be the factor 3.16 of part (g), larger than every change of drift estimated below. The Gaussian map is a round choice, not a fit.

The following estimates refer to the 29.8 mV at $\rho=0.001$ and use rough inputs.

*Finite range of times.* Let capture times run from $10^{-6}$ to $10^7$ s. For $t_s=1$ s the missing fast traps remove 0.91 mV; for $t_s=1000$ s they remove 0.01 mV. To matter, a missing trap must have $\tau_e$ of order $t_r$ or longer, so $u$ must exceed about $\ln(t_r/10^{-6}\,\mathrm{s})$. This is 6.9 in the first case and 13.8, far in the tail of $h$, in the second. Traps with capture times beyond $10^7$ s remove less than 0.001 mV in both. If emission times also ended at $10^7$ s, the loss would be below 0.01 mV for $t_s=1$ s but about 0.5 mV for $t_s=1000$ s.

*Permanent part.* A component of 1 mV at 1 s growing as $t_s^{1/6}$ reaches 3.16 mV at 1000 s. The difference of 2.2 mV is 7% of the drift.

*Trapped charge.* The charge behind the remaining drift changes the field between the channel and the traps by $29.8\,\mathrm{mV}/2\,\mathrm{nm}=0.15$ MV/cm. For a trap 0.6 nm deep, if the capture barrier follows the full potential change, $\ln\tau_c$ shifts by 0.26. At a recovery rate of 2.96 mV per e-fold this is 0.77 mV. More charge is present during stress, because fast traps that empty before the reading are then filled too. With a shortest capture time of $10^{-6}$ s, the drift at the end of stress is about $N[\ln(t_s/10^{-6}\,\mathrm{s})+0.58]$, or 43 mV after 1 s and 64 mV after 1000 s. The effect can therefore reach 1.1 to 1.7 mV.

*Temperature.* With an emission barrier of 1 eV, an error of 1 K between the two phases gives 0.22 mV. For use at 300 K, if the activation energies of emission and capture differ by 0.1 eV, $u$ shifts by 0.95. If the weight and width of the map stayed fixed, this would raise the drift by about 2.8 mV. They do not stay fixed if the spread of times comes from a spread of barriers with a common prefactor. Cooling then stretches both logarithmic axes by $398/300$, so $N$ falls to 2.26 mV per e-fold, $\bar u$ rises to 3.98 and $\sigma$ to 5.3, and the drift falls by about 5 mV, to just under 25 mV. Either change alters $F$ but preserves the scaling.

*Filling and the gate.* A level that crosses the Fermi level midway through the bias swing ends 0.21 eV past it, leaving 0.2% of such traps unfilled; levels that cross it closer to the stress end of the swing fill less completely. Tunnelling to the gate is weaker than to the channel by a factor $4\times10^{-5}$, for a mass of $0.4\,m_e$, path lengths of 1.4 nm and 0.6 nm, and a 4.5 eV barrier lowered to a mean of 3.8 eV by half of the 1.4 V beyond threshold. This is an order of magnitude only: it uses the same mean barrier for both paths, and the slope of the barrier and the energy of the carrier can change the factor several times over. A thermal barrier lower by roughly 0.35 eV on the gate side would cancel it, so exchange with the gate is not excluded.

*Small devices and breakdown.* Counted as charge at the interface, the drift corresponds to about 3200 charges in 1 µm². Poisson statistics then give a device-to-device spread of 0.53 mV if every charge shifts the threshold equally; exponentially distributed steps would raise it by $\sqrt2$. The 7 MV/cm is 0.58 of a rough breakdown field of 12 MV/cm. The field already present at threshold, about 1.5 MV/cm for a channel doping of $10^{18}$ cm$^{-3}$, raises the ratio to about 0.7. This ratio does not exclude time-dependent wear-out in long stress, which needs its own assessment.

The numerical output below lists the main values.

## Table of computed values

```
Map: N=3.0 mV per e-fold, mean u=3.0, width=4.0
rho=0.001: F=29.7805 mV, sharp=29.7491 mV
  direct sum, ts=1 s: 29.7805 mV
  direct sum, ts=1000 s: 29.7805 mV
  recovery rate: 6.823 mV/decade
  gap F-sharp=0.0314, estimate=0.0229 mV
rho=1: F=10.9341 mV, sharp=10.5740 mV
  direct sum, ts=1 s: 10.9341 mV
  direct sum, ts=1000 s: 10.9341 mV
  recovery rate: 5.205 mV/decade
  gap F-sharp=0.3601, estimate=0.3715 mV
rho=1000: F=1.3472 mV, sharp=1.0445 mV
  direct sum, ts=1 s: 1.3472 mV
  direct sum, ts=1000 s: 1.3472 mV
  recovery rate: 1.286 mV/decade
  gap F-sharp=0.3027, estimate=0.3054 mV
Limit of recovery rate at small rho: 6.908 mV/decade
Width of map from mixed derivative: 4.393 (true 4.0)
Power map n=0.1667: drift factor for 1000x stress = 3.162
  fraction left at rho=0.001: 0.7641
  fraction left at rho=1: 0.3915
  fraction left at rho=1000: 0.0642
Linear density, sharp: drift factor for 2x times = 4.0000
Linear density, exponential: factor for 2x longest tau_c = 2.002
Capture-time range: 1e-06 s to 1e+07 s, at rho=0.001
  ts=1 s: left 28.875, fast loss 0.9058, slow loss 0.00000 mV
  ts=1000 s: left 29.769, fast loss 0.0115, slow loss 0.00030 mV
Device: T=398.0 K, kT=0.0343 eV, oxide=2.0 nm, overdrive=1.4 V
Trap depth=0.6 nm; oxide field=7.00 MV/cm
Rough breakdown field=12.0 MV/cm; field ratio=0.58
Permanent part (rough): 1.00 mV at 1 s, 3.16 mV at 1000 s
Field change by trapped charge: 0.149 MV/cm
  shift of ln tau_c=0.260, drift change=0.77 mV
Level past Fermi level: 0.210 eV; unfilled fraction=0.00219
1 K error between phases (Ea=1.0 eV): 0.217 mV
Use at 300.0 K, Ea difference 0.1 eV: shift of u=0.952
  drift change=2.82 mV
Tunnelling: mass=0.4 m_e, barrier=4.5 eV, kappa=6.32 1/nm
  gate/channel factor=4.08e-05
  barrier advantage that cancels it=0.347 eV
Trapped charge density at rho=0.001: 3.209e+11 1/cm2
  in 1 um2: 3209 charges, fluctuation=0.526 mV
```
